# Midgap density of a trivially terminated dimerised chain on a metal lead

A contact calculation needs a decision before it starts: how many cells of the semiconductor must be kept between the metal and the region that will be treated as clean channel? Too few, and states that leak from the metal into the gap are counted as part of the channel. The answer depends on how fast the local density of states inside the gap falls from one cell to the next. For a dimerised chain at midgap this rate can be found by hand, which also makes it a sharp test of a recursive Green function code.

## The model and its conventions

The chain has cells \(n=1,\dots,N\) of length \(a\), each with two sites \(A_n\) and \(B_n\). All site energies are zero. The hopping is \(s\) inside a cell and \(w\) between \(B_n\) and \(A_{n+1}\), both real, with \(s>w>0\). Both ends of the chain cut a weak bond, so every strong pair is complete. This is what trivial termination means here. Electrons are independent and densities are given per spin.

A metallic lead is attached to \(A_1\) by a hopping \(c\). It is a half-infinite uniform chain with hopping \(t_L\) and site energy \(\varepsilon_L\). Removing its first site leaves the same lead again, so its surface Green function obeys

\[
g_L=\frac{1}{E-\varepsilon_L-t_L^2g_L}
\quad\Rightarrow\quad
t_L^2g_L^2-(E-\varepsilon_L)g_L+1=0 .
\]

Inside the lead band the two roots are complex conjugates. The retarded one has a negative imaginary part. With \(x=E-\varepsilon_L\),

\[
g_L=\frac{x-i\sqrt{4t_L^2-x^2}}{2t_L^2},\qquad
\rho_L=-\frac{1}{\pi}\,\mathrm{Im}\,g_L .
\]

Eliminating the lead adds the self-energy \(\Sigma=c^2g_L\) to site \(A_1\), and \(-\mathrm{Im}\,\Sigma/\pi=c^2\rho_L\). The density on a site \(j\) of the chain is \(\rho_j=-\mathrm{Im}\,G_{jj}/\pi\), where \(G\) is the retarded Green function of the chain with the lead attached. The lead band is assumed to contain \(E=0\), so that \(\rho_L(0)>0\).

## Two cells by hand

Take \(N=2\) and \(E=0\). In the order \((A,B)\), the matrix of one cell and the matrix that connects cell \(n\) to cell \(n+1\) are

\[
h=\begin{pmatrix}0&s\\ s&0\end{pmatrix},\qquad
T=\begin{pmatrix}0&0\\ w&0\end{pmatrix}.
\]

Start at the lead. Cell 1, with the lead but without cell 2, has the Green function

\[
L_1=\begin{pmatrix}-\Sigma&-s\\-s&0\end{pmatrix}^{-1}
=\begin{pmatrix}0&-1/s\\-1/s&\Sigma/s^2\end{pmatrix}.
\]

The determinant is \(-s^2\), whatever \(\Sigma\) is. The diagonal elements trade places in the inverse: the lead touches \(A_1\), but its imaginary part appears on \(B_1\).

Cell 2 sees everything to its left through the weak bond from \(B_1\) to \(A_2\). The self-energy on \(A_2\) is therefore

\[
\Sigma_2=w^2(L_1)_{BB}=\left(\frac{w}{s}\right)^2\Sigma .
\]

Cell 2 is the same problem as cell 1 with a weaker lead, so \(G(B_2,B_2)=\Sigma_2/s^2\) and \(G(A_2,A_2)=0\).

For cell 1 the influence of cell 2 must still be added. The isolated second cell has

\[
R_2=(-h)^{-1}=\begin{pmatrix}0&-1/s\\-1/s&0\end{pmatrix}.
\]

Cell 1 touches it at \(A_2\), where the diagonal element is zero. The self-energy \(w^2(R_2)_{AA}\) on \(B_1\) vanishes, and \(L_1\) is already the full answer for cell 1. Hence

\[
\rho(B_1)=\frac{c^2\rho_L}{s^2},\qquad
\rho(B_2)=\frac{c^2\rho_L}{s^2}\left(\frac{w}{s}\right)^2,\qquad
\rho(A_1)=\rho(A_2)=0 .
\]

For numbers, take \(s=1.65\) eV, \(w=0.75\) eV, \(t_L=2\) eV, \(\varepsilon_L=0\) and \(c=1\) eV. Then \(g_L(0)=-i/t_L\) and \(\rho_L=1/(\pi t_L)=0.159\) per eV, which gives

\[
\rho(B_1)=\frac{1\times0.15915}{1.65^2}=0.0585\ \mathrm{eV}^{-1},\qquad
\rho(B_2)=0.0585\times0.2066=0.0121\ \mathrm{eV}^{-1}.
\]

## The recursion for any length and energy

Let a unit source act in cell \(n\), and let \(\psi_m\) be the two amplitudes in cell \(m\). Every cell \(m\neq n\) obeys

\[
(E-h)\psi_m-T^{T}\psi_{m-1}-T\psi_{m+1}=0 .
\]

To the left of the source, eliminate cells one after another, starting at the lead. This gives \(\psi_{m}=L_{m}T\psi_{m+1}\), with

\[
L_m=\left(E-h-T^{T}L_{m-1}T\right)^{-1},
\]

where in cell 1 the term \(T^TL_0T\) is replaced by the lead self-energy matrix. To the right, start at the far end. This gives \(\psi_m=R_mT^T\psi_{m-1}\), with

\[
R_m=\left(E-h-T\,R_{m+1}T^{T}\right)^{-1},
\]

where the \(R\) term is absent in cell \(N\). Inserting both results in the equation of the source cell yields

\[
G_{nn}=\left(E-h-T^{T}L_{n-1}T-T\,R_{n+1}T^{T}\right)^{-1}.
\]

The cost grows linearly with \(N\), because only \(2\times2\) matrices are inverted.

The unit of recursion matters at midgap. A sweep from the far end site by site would begin with the Green function of the lone site \(B_N\), which is \(1/E\), and would divide by zero. A complete strong pair has levels at \(\pm s\), so its matrix can be inverted at \(E=0\).

The recursion was compared with a closed system: six cells joined to an explicit lead of 1500 sites, fully diagonalized, at \(E=0.3\) eV with a broadening of 0.03 eV on all sites in both calculations. The largest relative difference in the local density was \(2\times10^{-10}\).

## The law for N cells

At \(E=0\) the two-cell argument repeats without change. From the right, \((R_N)_{AA}=0\), so cell \(N-1\) receives no self-energy and \(R_{N-1}=(-h)^{-1}\) as well. By induction every \((R_n)_{AA}\) vanishes. From the left, each cell passes on \(\Sigma_{n+1}=(w/s)^2\Sigma_n\). Therefore

\[
\boxed{\;\rho(A_n)=0,\qquad
\rho(B_n)=\frac{c^2\rho_L(0)}{s^2}\left(\frac{w}{s}\right)^{2(n-1)}\;}
\]

The ratio holds between every pair of neighbouring cells, including the first and the last, and for every \(N\). In a 24-cell chain with the parameters above, the computed ratio is 0.20661 both from cell 1 to 2 and from cell 23 to 24, and \((0.75/1.65)^2=0.20661\).

The corresponding decay length of the density is

\[
\ell=\frac{a}{2\ln(s/w)} .
\]

Two limits show its meaning. For \(w\to0\) the length goes to zero and the leaked density stays in the first pair. For \(w\to s\) the half gap \(\Delta=s-w\) closes, \(\ln(s/w)\approx\Delta/s\), and \(\ell\approx as/(2\Delta)\): the smaller the gap, the deeper the metal reaches.

Summing the geometric series over a long chain gives the total midgap density that the metal induces:

\[
\sum_n\rho(B_n)=\frac{c^2\rho_L}{s^2}\,\frac{1}{1-w^2/s^2}
=\frac{c^2\rho_L}{s^2-w^2}.
\]

In the example this is \(0.15915/2.16=0.0737\) per eV, of which the first cell holds 79 per cent.

## Why the coupling enters only as a square

Let \(g\) be the Green function of the chain without the lead. Since \(\Sigma\) acts on \(A_1\) alone, the Dyson equation can be solved in closed form:

\[
G_{jj}=g_{jj}+\frac{g_{j1}\,\Sigma\,g_{1j}}{1-g_{11}\Sigma},
\]

where the index 1 stands for \(A_1\). At \(E=0\), place a unit source on \(A_1\) of the isolated chain. The row of \(A_1\) gives \(-s\,g(B_1,A_1)=1\), and the row of \(A_{n+1}\) gives \(w\,g(B_n,A_1)+s\,g(B_{n+1},A_1)=0\). Hence

\[
g(B_n,A_1)=(-1)^n\frac{w^{n-1}}{s^n}.
\]

The row of \(B_N\) demands that the amplitude on \(A_N\) vanish, and the other \(B\) rows carry this zero back to \(A_1\). So \(g_{11}=0\), the denominator is 1, and the density is strictly proportional to \(c^2\rho_L\), however strong the contact.

This proportionality belongs to midgap. For a long chain, \(dg/dE=-g^2\) gives

\[
\left.\frac{dg_{11}}{dE}\right|_0=-\sum_n g(B_n,A_1)^2=-\frac{1}{s^2-w^2},
\]

so the denominator is \(1+E\Sigma/(s^2-w^2)\) to first order in \(E\). A stronger contact raises the density at midgap but narrows the range of energy over which the simple proportionality holds.

## A contact that touches both sites

Suppose the end site of the lead couples to \(A_1\) by \(\alpha\) and to \(B_1\) by \(\beta\). The self-energy in cell 1 is then a full matrix, and at \(E=0\)

\[
L_1=\begin{pmatrix}-\alpha^2g_L&-s-\alpha\beta g_L\\-s-\alpha\beta g_L&-\beta^2g_L\end{pmatrix}^{-1}.
\]

Its determinant is \(\alpha^2\beta^2g_L^2-(s+\alpha\beta g_L)^2=-s^2-2s\alpha\beta g_L\), so the diagonal elements of the inverse are

\[
(L_1)_{BB}=\frac{\alpha^2g_L}{s^2+2s\alpha\beta g_L},\qquad
(L_1)_{AA}=\frac{\beta^2}{\alpha^2}(L_1)_{BB}.
\]

Cell 2 receives \(w^2(L_1)_{BB}\) on \(A_2\) alone, which is the original problem with a different lead. The law holds from cell 2 onward. Cell 1 carries additional density on \(A_1\), so the first ratio of cell densities is

\[
\frac{\rho_2}{\rho_1}=\frac{(w/s)^2}{1+\beta^2/\alpha^2}.
\]

With \(\alpha=1\) eV and \(\beta=0.6\) eV this is \(0.20661/1.36=0.1519\), as the recursion finds, while the next ratio is back at 0.2066. A decay rate should be read beyond the cells that the metal touches.

## Terminations that break the law

If \(s\) and \(w\) are exchanged in a finite chain, both ends cut strong bonds. The algebra at \(E=0\) stays valid with the two letters exchanged, and the density on \(B_n\) grows by \((s/w)^2\) per cell away from the lead. For six cells the computed ratio from cell 3 to 4 is 4.84, which is \(1/0.2066\). In a longer chain this growth is confined to a very narrow range around \(E=0\): with 16 cells and \(E=1\) meV, the density per cell already falls from cell 3 to cell 4, by the usual ratio of 0.2066. A falling density near the contact therefore does not prove that the termination is right.

One unpaired site \(A_{N+1}\) at the far end is enough to spoil the result, even if the contact end is intact. The isolated chain then has a state at \(E=0\) with amplitudes \(\varphi_n\) on the \(A\) sites. Each \(B\) row requires \(s\varphi_n+w\varphi_{n+1}=0\), so \(\varphi_{n+1}=-(s/w)\varphi_n\): the state sits at the far end. With the lead attached and a unit source on \(A_m\), the \(B\) rows still force the \(A\) amplitudes to be \(\kappa\varphi_n\). Multiplying the \(A\) rows by \(\varphi_n\) and summing removes all hopping terms and leaves \(-\Sigma\kappa\varphi_1^2=\varphi_m\). Thus

\[
G(A_n,A_n)=-\frac{\varphi_n^2}{\Sigma\,\varphi_1^2},
\]

which again grows by \((s/w)^2\) per cell. A chain of 13 sites gives 4.84 from \(A_3\) to \(A_4\). At \(E=0\) an unpaired site at the far end therefore shows itself as a density that rises into the channel. Slightly away from midgap the rise begins deeper in the chain: in the same chain at \(E=0.01\) eV, the total density of a cell still falls from cell 3 to cell 4 and rises only from there on. A ratio taken near the contact can then miss the fault, so the density should be followed to the far end, at an energy close to midgap. Near the band edge the rise can vanish: at \(E=0.8\) eV the density per cell in this chain falls all the way to the last site.

## Away from midgap

In a long chain, the response to a source on \(A_1\) must be the decaying solution, which changes by a factor \(\lambda\) per cell. With amplitudes \(u\) on \(A\) and \(v\) on \(B\),

\[
Eu=(s+w/\lambda)v,\qquad Ev=(s+w\lambda)u .
\]

Multiplying the two equations gives \(E^2=s^2+w^2+sw(\lambda+1/\lambda)\). For \(|E|<s-w\) the factor is negative, and with \(\mu=|\lambda|<1\),

\[
\mu+\frac1\mu=\frac{s^2+w^2-E^2}{sw}.
\]

In the gap \(g\) is real, so the imaginary part of \(G_{jj}\) comes from the second term of the Dyson solution, which is proportional to \(g_{j1}^2\). The density falls by \(\mu^2\) per cell.

For small \(E\), write \(\mu=w/s+\delta\). To first order in \(\delta\), \(\delta(1-s^2/w^2)=-E^2/(sw)\), so \(\delta=(w/s)\,E^2/(s^2-w^2)\) and

\[
\mu^2\approx\left(\frac ws\right)^2\left[1+\frac{2E^2}{s^2-w^2}\right].
\]

At \(E=0.05\) eV the bracket is \(1+0.005/2.16=1.0023\), and the computed ratio is 0.2071. The midgap rate is the fastest in the gap, and its first correction is quadratic.

## The broadening trap

A Green function code may replace \(E\) by \(E+i\eta\) on every site. Here the lead already supplies the imaginary part, and a finite \(\eta\) inside the chain adds density that has nothing to do with the metal. Deep in the chain, with \(h_k=s+we^{-ik}\), the density per site at midgap is, for small \(\eta\),

\[
\rho=-\frac1\pi\,\mathrm{Im}\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac{i\eta}{(i\eta)^2-|h_k|^2}
\approx\frac{\eta}{\pi}\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac{1}{|h_k|^2}.
\]

Expanding \(1/h_k=s^{-1}\sum_m(-w/s)^me^{-imk}\), the integral is the sum of the squared coefficients, \(s^{-2}\sum_m(w/s)^{2m}=1/(s^2-w^2)\). Two sites per cell give the floor

\[
\rho_{\mathrm{floor}}=\frac{2\eta}{\pi(s^2-w^2)} .
\]

For \(\eta=1\) meV this is \(2.9\times10^{-4}\) per eV. The law reaches it at

\[
n=1+\frac{\ln(0.0585/0.000295)}{\ln(1/0.2066)}\approx4.35 ,
\]

so from cell 5 on the floor exceeds the density that was to be measured. In this model the remedy is to set \(\eta=0\) in the chain and use the retarded root for the lead.

## The numbers beside an MoS2 edge contact

With \(a=0.32\) nm the example lies in the rough regime of monolayer MoS2 contacted at its edge. The gap is \(2(s-w)=1.8\) eV. Near the gap, at wave number \(\pi/a+q\), the band is \(E^2\approx(s-w)^2+sw\,a^2q^2\), so the band mass is \(\hbar^2(s-w)/(sw\,a^2)\), or 0.54 electron masses. Mass and cell length are near the usual rough values. The gap is close to the optical one; the gap for transport is larger, and a gap of 2.4 eV with a mass of 0.5 electron masses would lower the midgap ratio of this model to 0.175. The lead parameters are round choices and describe no particular metal. The midgap decay length is \(\ell=0.20\) nm, less than one cell. The orbital structure of a real edge is absent here and can change the density in the first cells. For the decay rate beyond the first cells, the assumption that matters most among those sized below is the Fermi level at midgap. If it lies 0.3 eV below the conduction band, at \(E=0.6\) eV, the ratio rises from 0.207 to 0.305 and the length to 0.27 nm, a third longer.

The alternating bonds belong to the model, not to MoS2, so it is worth checking whether the decay depends on this origin of the gap. Consider a uniform chain with hopping \(t\) and site energies \(\pm u\). The same two-row argument gives \(E^2-u^2=t^2(2+\lambda+1/\lambda)\). Choosing \(t^2=sw\) and \(u=s-w\) keeps the gap and the mass, and at \(E=0\)

\[
\mu+\frac1\mu=\frac{(s-w)^2+2sw}{sw}=\frac{s^2+w^2}{sw},
\]

so the decay factor is unchanged. The recursion confirms 0.2066. The sublattice pattern does change: 69 per cent of the density in cell 5 now sits on \(A\), where the dimerised chain has none. The strict proportionality to \(c^2\) is lost too, because \(g_{11}\) no longer vanishes at midgap.

Three further effects were sized with the chain and lead parameters held fixed:

- **Momentum along the edge.** In a linear two-band model, a momentum \(k\) along the contact acts as site energies \(\pm a\sqrt{sw}\,k\), which adds \(a^2k^2\) to \(\mu+1/\mu\). At \(k=1\) nm⁻¹ the midgap ratio is 0.185. Summed up to 3 nm⁻¹ with equal coupling, it is 0.163 from cell 1 to 2 and 0.191 from cell 7 to 8. The first value depends on the cutoff (0.133 at 5 nm⁻¹, 0.103 at \(\pi/a\), where the linear model no longer applies); the second stays at 0.191. The components with large \(k\) die out first, so the ratio drifts towards the \(k=0\) value.
- **Depletion field.** A field of 1 MV/cm shifts the levels by 0.032 eV per cell. With midgap aligned to the Fermi level in cell 1, the ratio from cell 5 to 6 is 0.213, which is 3 per cent above the law.
- **Temperature.** Thermal averaging at 300 K around midgap gives 0.2071 from cell 5 to 6, a rise of 0.2 per cent.

Self-consistent charge, disorder and phonons are left out. The density found here is an ingredient of Fermi-level pinning, but the barrier height does not follow from it without the electrostatics.

The opening question can now be answered for this model. To reduce the leaked density a thousandfold from its value in cell 1, the number of further cells must exceed \(\ln1000/\ln(1/0.2066)=4.4\) at midgap, hence five. With the Fermi level 0.3 eV below the conduction band it must exceed \(\ln1000/\ln(1/0.3047)=5.8\), hence six. These counts assume a contact confined to the first cell, no edge state at the far end and a weak field. What counts as weak depends on the Fermi level: at \(E=0.6\) eV a field of only 0.3 MV/cm that lowers the levels into the channel raises the second count from six to seven. The counts also refer to the density at a single energy. With the Fermi level 0.3 eV below the conduction band, thermal averaging at 300 K brings in states closer to the band and inside it, and the second count rises from six to seven. The states inside the band do not decay, so this thermal average levels off at about \(2\times10^{-4}\) of its value in cell 1. Nearer the band edge the single-energy count must be recomputed from \(\mu^2\), because \(\mu\to1\) there and the decay length diverges; the thermal floor rises as well, and \(\mu^2\) alone no longer gives the count at finite temperature. The cell-by-cell densities are listed in the numerical output.

## Calculated quantities

```
strong hopping s = 1.65 eV, weak hopping w = 0.75 eV
cell length = 0.32 nm, number of cells = 24
lead hopping = 2.00 eV, lead-chain hopping c = 1.00 eV
band gap = 1.800 eV
band mass at the gap = 0.541 electron masses
lead surface density of states = 0.15915 1/eV
largest relative error against closed system = 2.3e-10
midgap density from the recursion:
  cell 1: on B = 5.8459e-02 1/eV
  cell 2: on B = 1.2078e-02 1/eV
  cell 3: on B = 2.4955e-03 1/eV
  cell 4: on B = 5.1560e-04 1/eV
  cell 5: on B = 1.0653e-04 1/eV
  cell 6: on B = 2.2010e-05 1/eV
largest density on any A site = 0.0e+00 1/eV
hopping ratio w/s = 0.45455, squared = 0.20661
density ratio, cell 1 to 2 = 0.20661
density ratio, cell 23 to 24 = 0.20661
decay length of the density = 0.2029 nm
midgap states summed over the chain = 0.07368 1/eV
contact on A_1 and B_1 (1.0, 0.6 eV): ratio 1 to 2 = 0.15192, 2 to 3 = 0.20661
s and w exchanged, 6 cells: ratio 3 to 4 = 4.8400
unpaired far site, 13 sites: ratio A_3 to A_4 = 4.8400
ratio at E = 0.05 eV = 0.20709
broadening 1.0 meV: floor per cell = 2.947e-04 1/eV
law meets this floor at cell number 4.35
gap from site energies: ratio = 0.20661, share on A in cell 5 = 0.687
neglected effects, density ratio per cell:
  Fermi level 0.30 eV below conduction band (E = 0.60 eV): 0.30468
  decay length there = 0.2693 nm
  edge momentum 1.0 1/nm: 0.18463
  edge momenta summed to 3.0 1/nm: cell 1 to 2 = 0.16257, 7 to 8 = 0.19136
  field 1.0 MV/cm, cell 5 to 6: 0.21311
  thermal average at 300 K (kT = 25.85 meV), cell 5 to 6: 0.20705
```
